# Why no global hybrid gets both fractional charge and fractional spin right: a numerical check

```python
# Hydrogen atom with fractional spin occupations (na, nb), one orbital per spin, Hartree units.
# Global hybrid: Exc = a*Ex(HF) + (1-a)*Ex(semilocal) + Ec(semilocal); E(na,nb) = min over orbitals.
# dFC = E(1/2,0)-E(1,0)/2, dFS = E(1/2,1/2)-E(1,0), W = E(x,1-x)-E(x,0)-E(1-x,0); dFS = 2 dFC + W at x=1/2.
# U = na*nb*J_ab + dEc, dEc = Ec[ra,rb]-Ec[ra,0]-Ec[0,rb], has no a in it at fixed orbitals.
# Under test: U(seam orbitals) <= W <= U(edge orbitals) with U > 0, so dFC and dFS never both vanish;
# the exact surface is two planes with slope jump I-A > 0 at N = 1, the hybrid surface is smooth there.
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize, brentq, linprog
from scipy.integrate import quad
from scipy.special import gammainc
from scipy.constants import physical_constants
from pyscf import gto, dft, scf, lib
from pyscf.dft import libxc
lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(1)

def setup(mol):
    eps, C = eigh(mol.intor('int1e_kin') + mol.intor('int1e_nuc'), mol.intor('int1e_ovlp'))
    eri = mol.intor('int2e')
    for _ in range(4):
        eri = np.tensordot(eri, C, axes=([0], [0]))
    return eps, C, eri

def make_model(mol, xc):
    eps, C, eri = setup(mol)
    n = len(eps)
    return dict(eps=eps, C=C, n=n, xc=xc, J=eri.reshape(n*n, n*n).copy(),
                K=eri.transpose(0, 2, 1, 3).reshape(n*n, n*n).copy())

def make_grid(mol, size):
    g = dft.gen_grid.Grids(mol)
    g.atom_grid, g.prune = size, None
    return g.build()

def xc_local(code, ra, ga, rb, gb):
    if libxc.xc_type(code) == 'LDA':
        exc, v = libxc.eval_xc(code, np.array([ra, rb]), spin=1, deriv=1)[:2]
        return exc*(ra + rb), v[0], np.zeros((len(ra), 3))
    z = np.zeros_like(ra)
    exc, v = libxc.eval_xc(code, np.array([[ra, ga, z, z], [rb, gb, z, z]]), spin=1, deriv=1)[:2]
    return exc*(ra + rb), v[0], v[1]

# reference energies: full CI of H- by diagonalisation, flat plane by linear programming
eq, _, eriq = setup(gto.M(atom='H 0 0 0', basis='aug-cc-pvqz', spin=1, verbose=0))
nq = len(eq)
H4 = eriq.transpose(0, 2, 1, 3).copy()
ii, jj = np.indices((nq, nq))
H4[ii, jj, ii, jj] += eq[:, None] + eq[None, :]
I, Jx = np.triu_indices(nq)
B = H4[I, Jx]
nrm = 1/np.sqrt(1.0 + (I == Jx))
E2 = eigh((B[:, I, Jx] + B[:, Jx, I])*np.outer(nrm, nrm), eigvals_only=True, subset_by_index=[0, 0])[0]
I, Jx = np.triu_indices(nq, 1)
B = H4[I, Jx]
Et = eigh(B[:, I, Jx] - B[:, Jx, I], eigvals_only=True, subset_by_index=[0, 0])[0]
del H4, B, eriq
E1 = eq[0]
assert 2*E1 < E2 < E1 < Et
plane = lambda na, nb, e1, e2: (na+nb)*e1 if na+nb <= 1 else e1 + (na+nb-1)*(e2-e1)
st = np.array([(0, 0, 0), (1, 0, E1), (0, 1, E1), (1, 1, E2), (1, 1, Et), (2, 0, Et), (0, 2, Et)])
for na, nb in rng.random((25, 2)):
    lp = linprog(st[:, 2], A_eq=[np.ones(len(st)), st[:, 0], st[:, 1]], b_eq=[1, na, nb])
    assert abs(lp.fun - plane(na, nb, E1, E2)) < 1e-7
print(f"FCI/aug-cc-pVQZ: E(H)={E1:.5f} E(H- singlet)={E2:.5f} lowest triplet={Et:.5f} Ha")
print(f"I={-E1:.5f} A={E1-E2:.5f} kink I-A={E2-2*E1:.5f} Ha = {(E2-2*E1)*EV:.2f} eV")

# spherical model: s Gaussians and a logarithmic radial grid
exps = 0.02*2.2**np.arange(16)
basis = {'H': [[0, [e, 1.0]] for e in exps]}
mol = gto.M(atom='H 0 0 0', basis=basis, spin=1, verbose=0)
x = np.arange(-10.0, np.log(35.0), 0.04)
r = np.exp(x)
w = 4*np.pi*r**3*0.04

def xc_radial(code, occ, u):
    p = [ao @ v for v in u]
    rho = [occ[s]*p[s]**2 for s in (0, 1)]
    g = [2*occ[s]*p[s]*(dao @ u[s]) for s in (0, 1)]
    e, vr, vs = xc_local(code, rho[0], g[0], rho[1], g[1])
    V = [0.0, 0.0]
    for s in (0, 1):
        if occ[s] > 0:
            t = 2*vs[:, 2*s]*g[s] + (vs[:, 1]*g[1-s] if occ[1-s] > 0 else 0.0)
            M = dao.T @ ((w*t)[:, None]*ao)
            V[s] = ao.T @ ((w*vr[:, s])[:, None]*ao) + M + M.T
    return w @ e, V
rad = make_model(mol, xc_radial)
vals = mol.eval_gto('GTOval_sph_deriv1', np.c_[r, 0*r, 0*r])
ao, dao = vals[0] @ rad['C'], vals[1] @ rad['C']

def energy(m, f, occ, u):
    a, n = f[0], m['n']
    D = [occ[s]*np.outer(u[s], u[s]) for s in (0, 1)]
    Dt = D[0] + D[1]
    Jm = (m['J'] @ Dt.ravel()).reshape(n, n)
    K = [(m['K'] @ d.ravel()).reshape(n, n) for d in D]
    E = m['eps'] @ np.diag(Dt) + 0.5*np.sum(Jm*Dt) - 0.5*a*sum(np.sum(K[s]*D[s]) for s in (0, 1))
    F = [np.diag(m['eps']) + Jm - a*K[s] for s in (0, 1)]
    for coef, code in ((1-a, f[1]), (1.0, f[2])):
        if code and coef != 0:
            e, V = m['xc'](code, occ, u)
            E += coef*e
            F = [F[s] + coef*V[s] for s in (0, 1)]
    return E, F

def solve(m, f, na, nb, start=None):
    occ, n = (na, nb), m['n']
    act = [s for s in (0, 1) if occ[s] > 0]
    e0 = np.eye(n)[0]
    if not act:
        return 0.0, [e0, e0], [-np.inf]
    sc = [1/np.sqrt(2*occ[s]*(m['eps'] - m['eps'][0] + 0.3)) for s in act]
    keep = {}
    def fun(y):
        u, norms = [e0, e0], []
        for k, s in enumerate(act):
            c = sc[k]*y[k*n:(k+1)*n]
            norms.append(np.linalg.norm(c))
            u[s] = c/norms[k]
        E, F = energy(m, f, occ, u)
        ev = [u[s] @ F[s] @ u[s] for s in act]
        keep.update(u=u, ev=ev)
        return E, np.concatenate([sc[k]*2*occ[s]*(F[s] @ u[s] - ev[k]*u[s])/norms[k]
                                  for k, s in enumerate(act)])
    start = start or [e0, e0]
    res = minimize(fun, np.concatenate([start[s]/sc[k] for k, s in enumerate(act)]),
                   jac=True, method='BFGS', options={'gtol': 1e-7})
    E, g = fun(res.x)
    assert np.abs(g).max() < 1e-5
    return E, keep['u'], keep['ev']
cache = {}
def sol(f, na, nb):
    if (f, na, nb) not in cache:
        cache[(f, na, nb)] = solve(rad, f, na, nb)
    return cache[(f, na, nb)]
pbeh = lambda a: (a, 'PBE,', ',PBE')
HF, PBE0 = (1.0, None, None), pbeh(0.25)
dFC = lambda f: sol(f, .5, 0)[0] - sol(f, 1, 0)[0]/2
dFS = lambda f: sol(f, .5, .5)[0] - sol(f, 1, 0)[0]

def U_parts(f, na, nb, ua, ub):
    Jab = np.outer(ua, ua).ravel() @ rad['J'] @ np.outer(ub, ub).ravel()
    ec = lambda o: xc_radial(f[2], o, [ua, ub])[0] if f[2] else 0.0
    return na*nb*Jab, ec((na, nb)) - ec((na, 0)) - ec((0, nb))

def W_bounds(f, xa):
    xb = 1 - xa
    W = sol(f, xa, xb)[0] - sol(f, xa, 0)[0] - sol(f, xb, 0)[0]
    lo = U_parts(f, xa, xb, *sol(f, xa, xb)[1])
    hi = U_parts(f, xa, xb, sol(f, xa, 0)[1][0], sol(f, xb, 0)[1][0])
    assert 0 < sum(lo) <= W + 1e-8 and W <= sum(hi) + 1e-8
    return W, lo, hi
print(f"basis: 16 s Gaussians, exponents {exps[0]:.2f}..{exps[-1]:.0f} 1/bohr^2; E(H)={rad['eps'][0]:.6f} Ha")
assert abs(rad['eps'][0] + 0.5) < 2e-5 and abs(sol(HF, .5, 0)[0] + 0.25) < 2e-5

# the solver against an independent self-consistent code
for na, nb in ((.5, .5), (.7, .2)):
    mf = dft.uks.UKS(mol)
    mf.xc, mf.small_rho_cutoff, mf.conv_tol = 'PBE0', 0, 1e-10
    mf.grids = make_grid(mol, (200, 14))
    fixed = np.zeros((2, rad['n']))
    fixed[:, 0] = na, nb
    mf.get_occ = lambda mo_energy=None, mo_coeff=None, o=fixed: o
    c0 = rad['C'][:, 0]
    assert abs(mf.kernel(np.array([n*np.outer(c0, c0) for n in (na, nb)])) - sol(PBE0, na, nb)[0]) < 5e-6

# non-spherical basis: spin separation of exchange, stability of the spherical solutions
mol3 = gto.M(atom='H 0 0 0', basis='aug-cc-pvtz', spin=1, verbose=0)
g3, ni = make_grid(mol3, (40, 50)), dft.numint.NumInt()
def xc_3d(code, occ, u):
    C = m3['C']
    e, V = ni.nr_uks(mol3, g3, code, np.array([occ[s]*np.outer(C @ u[s], C @ u[s]) for s in (0, 1)]))[1:]
    return e, [C.T @ V[0] @ C, C.T @ V[1] @ C]
m3 = make_model(mol3, xc_3d)
kick = np.zeros(m3['n'])
kick[1:6] = 0.25*rng.normal(size=5)
brk = [np.eye(m3['n'])[0] + s*kick for s in (1, -1)]
brk = [v/np.linalg.norm(v) for v in brk]
gap = lambda c: xc_3d(c, (.3, .6), brk)[0] - xc_3d(c, (.3, 0), brk)[0] - xc_3d(c, (0, .6), brk)[0]
sep = max(abs(gap(c)) for c in ('SLATER,', 'B88,', 'PBE,', 'TPSS,'))
assert sep < 1e-6 and all(gap(c) < -1e-3 for c in (',VWN5', ',PBE', ',LYP'))
drop = max(abs(solve(m3, f, *o)[0] - solve(m3, f, *o, start=brk)[0])
           for f in (HF, PBE0) for o in ((.5, .5), (.5, 0)))
assert drop < 1e-6
print(f"exchange spin-separation residual {sep:.0e} Ha; broken vs spherical start {drop:.0e} Ha")

# hydrogenic orbital: J/4 against opposite-spin correlation as Z grows
def dEc_hyd(code, Z):
    rz, z = r/Z, 0*r
    h = 0.5*Z**3/np.pi*np.exp(-2*Z*rz)
    return (w/Z**3) @ (xc_local(code, h, -2*Z*h, h, -2*Z*h)[0] - 2*xc_local(code, h, -2*Z*h, z, z)[0])
print("1s orbital: Z, J/4, dEc VWN5, dEc PBE, dEc LYP (Ha), c* = (J/4)/|dEc| for PBE")
last = np.zeros(3)
for Z in (1, 2, 10, 1000, 10000):
    Jz = 2*quad(lambda s: 4*Z**3*s*np.exp(-2*Z*s)*gammainc(3, 2*Z*s), 0, 40/Z)[0]
    assert abs(Jz/(5*Z/8) - 1) < 1e-8
    d = np.array([dEc_hyd(c, Z) for c in (',VWN5', ',PBE', ',LYP')])
    cstar = Jz/4/np.abs(d)
    assert np.all(cstar > np.maximum(last, 1))
    last = cstar
    print(f"  {Z:5d} {Jz/4:10.5f} {d[0]:9.5f} {d[1]:9.5f} {d[2]:9.5f} {cstar[1]:9.1f}")
step, law = dEc_hyd(',VWN5', 1e4) - dEc_hyd(',VWN5', 1e3), -(1-np.log(2))/(2*np.pi**2)*np.log(10)
assert abs(step/law - 1) < 0.03 and abs(dEc_hyd(',PBE', 1e4) - dEc_hyd(',PBE', 1e3)) < 1e-3
print(f"VWN5 dEc change per decade of Z: {step:.5f} Ha, log law {law:.5f} Ha")
e0 = [np.eye(rad['n'])[0]]*2
for a in (0.0, 0.4, 1.0):
    Wf = energy(rad, pbeh(a), (.5, .5), e0)[0] - 2*energy(rad, pbeh(a), (.5, 0), e0)[0]
    assert abs(Wf - (5/32 + dEc_hyd(',PBE', 1))) < 1e-4
print(f"frozen 1s PBE hybrids, any a: U = {Wf:.5f} Ha")

print("functional      a    E(1,0)     dFC      dFS     U_low     W      U_high (Ha)")
funcs = [('PBE hybrid', pbeh(a)) for a in (0.0, 0.25, 0.5, 0.75, 1.0)] + [
    ('HF', HF), ('BHandHLYP', (0.5, 'B88,', ',LYP')), ('Slater-VWN5', (0.5, 'SLATER,', ',VWN5')),
    ('B3LYP(VWN5)', (0.2, '0.1*SLATER+0.9*B88,', ',0.19*VWN5+0.81*LYP'))]
Ws = []
for name, f in funcs:
    W, lo, hi = W_bounds(f, .5)
    Ws.append(W)
    print(f"{name:12s} {f[0]:4.2f} {sol(f,1,0)[0]:9.5f} {dFC(f):8.5f} {dFS(f):8.5f}"
          f" {sum(lo):8.5f} {W:8.5f} {sum(hi):8.5f}")
print(f"smallest W = {min(Ws):.5f} Ha = {min(Ws)*EV:.2f} eV; W/3 = {min(Ws)/3:.5f} Ha")
W, lo, hi = W_bounds(PBE0, .5)
print(f"PBE0: E(1/2,0)={sol(PBE0,.5,0)[0]:.5f} E(1/2,1/2)={sol(PBE0,.5,.5)[0]:.5f} Ha")
print(f"PBE0 seam orbital J/4={lo[0]:.5f} dEc={lo[1]:.5f}; edge orbital J/4={hi[0]:.5f} dEc={hi[1]:.5f} Ha")
W, lo, hi = W_bounds(PBE0, .75)
print(f"PBE0 x=3/4: U_low={sum(lo):.5f} W={W:.5f} U_high={sum(hi):.5f} Ha")
aC = brentq(lambda a: dFC(pbeh(a)), 0.7, 1.3, xtol=1e-5)
aS = brentq(lambda a: dFS(pbeh(a)), -1.0, 0.0, xtol=1e-5)
assert aC - aS > 0.5 and dFS(pbeh(aC)) > 0.05 and dFC(pbeh(aS)) < -0.025
print(f"dFC=0 at a={aC:.3f}: dFS={dFS(pbeh(aC)):.5f} Ha = {dFS(pbeh(aC))*EV:.2f} eV")
print(f"dFS=0 at a={aS:.3f}: dFC={dFC(pbeh(aS)):.5f} Ha = {dFC(pbeh(aS))*EV:.2f} eV")

# map against the plane through the functional's own integer energies
p1, p2 = sol(PBE0, 1, 0)[0], sol(PBE0, 1, 1)[0]
print(f"PBE0 E(1,1)={p2:.5f} Ha, its eigenvalue {sol(PBE0,1,1)[2][0]:.5f} Ha")
print("PBE0 minus plane (Ha); columns na = 0, 1/4, 1/2, 3/4, 1; * positive eigenvalue")
ticks = (0, .25, .5, .75, 1)
for nb in ticks:
    row = ""
    for na in ticks:
        s = sol(PBE0, max(na, nb), min(na, nb))
        dev = s[0] - plane(na, nb, p1, p2)
        row += f" {dev:8.4f}" + ("*" if max(s[2]) > 0 else " ")
        if 0 < na < 1 and nb == 0:
            assert dev < -1e-3
        if 0 < na < 1 and na + nb == 1:
            assert dev > 1e-3
    print(f"  nb={nb:4.2f}{row}")

# no kink across N = 1 on the line na = nb
line = lambda N: sol(PBE0, N/2, N/2)[0]
jump = {d: (line(1+d) + line(1-d) - 2*line(1.0))/d for d in (0.04, 0.02)}
slope, janak = (line(1.02) - line(0.98))/0.04, np.mean(sol(PBE0, .5, .5)[2])
assert abs(jump[0.04]/jump[0.02] - 2) < 0.02 and abs(slope - janak) < 2e-4
print(f"PBE0 slope jump: {jump[0.04]:.5f} (step 0.04), {jump[0.02]:.5f} (step 0.02) Ha")
print(f"PBE0 dE/dN at (1/2,1/2): {slope:.5f} Ha, mean eigenvalue {janak:.5f} Ha")

# stretched molecules with the symmetric orbital made of the atomic solutions
R = 25.0
for label, q, occ, tail in (("H2+", 1, (.5, 0), 0.75/(4*R)), ("H2 restricted", 0, (.5, .5), -0.25/(2*R))):
    m2 = gto.M(atom=f'H 0 0 0; H 0 0 {R}', unit='Bohr', basis=basis, charge=q, spin=q, verbose=0)
    c = np.tile(rad['C'] @ sol(PBE0, *occ)[1][0], 2)
    c /= np.sqrt(c @ m2.intor('int1e_ovlp') @ c)
    mf = dft.uks.UKS(m2)
    mf.xc, mf.small_rho_cutoff, mf.grids = 'PBE0', 0, make_grid(m2, (120, 110))
    Em = mf.energy_tot(dm=np.array([2*o*np.outer(c, c) for o in occ]))
    assert abs(Em - 2*sol(PBE0, *occ)[0] - tail) < 5e-5
    print(f"{label} R={R:.0f} bohr PBE0: E={Em:.5f}, 2E(atom)={2*sol(PBE0,*occ)[0]:.5f}, tail={tail:.5f} Ha")
print(f"PBE0 dissociation errors: 2dFC={2*dFC(PBE0):.5f} Ha = {2*dFC(PBE0)*EV:.2f} eV,"
      f" 2dFS={2*dFS(PBE0):.5f} Ha = {2*dFS(PBE0)*EV:.2f} eV")
print("all assertions hold")
```

Output:

```
FCI/aug-cc-pVQZ: E(H)=-0.49995 E(H- singlet)=-0.52714 lowest triplet=-0.44964 Ha
I=0.49995 A=0.02719 kink I-A=0.47276 Ha = 12.86 eV
basis: 16 s Gaussians, exponents 0.02..2738 1/bohr^2; E(H)=-0.500000 Ha
exchange spin-separation residual 8e-13 Ha; broken vs spherical start 2e-14 Ha
1s orbital: Z, J/4, dEc VWN5, dEc PBE, dEc LYP (Ha), c* = (J/4)/|dEc| for PBE
      1    0.15625  -0.02146  -0.01109  -0.01361      14.1
      2    0.31250  -0.02899  -0.01224  -0.01339      25.5
     10    1.56250  -0.04957  -0.01294  -0.00615     120.7
   1000  156.25000  -0.11814  -0.01264  -0.00306   12363.0
  10000 1562.50000  -0.15383  -0.01262  -0.00456  123806.2
VWN5 dEc change per decade of Z: -0.03568 Ha, log law -0.03579 Ha
frozen 1s PBE hybrids, any a: U = 0.14516 Ha
functional      a    E(1,0)     dFC      dFS     U_low     W      U_high (Ha)
PBE hybrid   0.00  -0.49999 -0.05323  0.04106  0.13440  0.14752  0.16065
PBE hybrid   0.25  -0.50132 -0.03928  0.06521  0.13071  0.14378  0.15687
PBE hybrid   0.50  -0.50278 -0.02558  0.08888  0.12702  0.14004  0.15309
PBE hybrid   0.75  -0.50434 -0.01212  0.11205  0.12333  0.13630  0.14931
PBE hybrid   1.00  -0.50601  0.00108  0.13473  0.11964  0.13257  0.14554
HF           1.00  -0.50000  0.00000  0.14229  0.12822  0.14229  0.15625
BHandHLYP    0.50  -0.49878 -0.02691  0.08343  0.12388  0.13725  0.15075
Slater-VWN5  0.50  -0.50005 -0.02444  0.07983  0.11677  0.12871  0.14070
B3LYP(VWN5)  0.20  -0.49906 -0.04317  0.05413  0.12728  0.14047  0.15375
smallest W = 0.12871 Ha = 3.50 eV; W/3 = 0.04290 Ha
PBE0: E(1/2,0)=-0.28995 E(1/2,1/2)=-0.43611 Ha
PBE0 seam orbital J/4=0.14116 dEc=-0.01045; edge orbital J/4=0.16815 dEc=-0.01128 Ha
PBE0 x=3/4: U_low=0.09602 W=0.10681 U_high=0.11640 Ha
dFC=0 at a=0.979: dFS=0.13287 Ha = 3.62 eV
dFS=0 at a=-0.415: dFC=-0.07686 Ha = -2.09 eV
PBE0 E(1,1)=-0.52415 Ha, its eigenvalue 0.03109 Ha
PBE0 minus plane (Ha); columns na = 0, 1/4, 1/2, 3/4, 1; * positive eigenvalue
  nb=0.00   0.0000   -0.0267   -0.0393   -0.0306    0.0000 
  nb=0.25  -0.0267   -0.0158    0.0078    0.0495   -0.0104 
  nb=0.50  -0.0393    0.0078    0.0652    0.0180   -0.0151 
  nb=0.75  -0.0306    0.0495    0.0180   -0.0018   -0.0112*
  nb=1.00   0.0000   -0.0104   -0.0151   -0.0112*   0.0000*
PBE0 slope jump: 0.01474 (step 0.04), 0.00737 (step 0.02) Ha
PBE0 dE/dN at (1/2,1/2): -0.24185 Ha, mean eigenvalue -0.24184 Ha
H2+ R=25 bohr PBE0: E=-0.57239, 2E(atom)=-0.57989, tail=0.00750 Ha
H2 restricted R=25 bohr PBE0: E=-0.87723, 2E(atom)=-0.87223, tail=-0.00500 Ha
PBE0 dissociation errors: 2dFC=-0.07857 Ha = -2.14 eV, 2dFS=0.13042 Ha = 3.55 eV
all assertions hold
```
